# Smeared phonons are curvatures of the free energy F

## The form of the smearing error

Let a metal have $N$ electrons, a density of states at the Fermi level $D$ (states per energy, both spins), and occupations smeared over an energy width $\sigma$. Smearing averages sharp-filling results over an energy window. If the window is symmetric and $D$ is smooth across it, terms odd in $\sigma$ cancel; a kink in $D$ at the Fermi level would leave a term in $\sigma^3$. In the smooth case the lowest correction to an energy is $\sigma^2$ times an inverse energy, and the quantity that counts the electrons affected is $D$. The generalized free energy $F=E-\sigma S$ and the internal energy $E$ are therefore expected to behave as

$$F=E_0-c\,\sigma^2D+\dots,\qquad E=E_0+c'\sigma^2D+\dots,$$

where $c,c'$ are pure numbers and $S$ is the dimensionless generalized entropy. It is shown below that $c'=c$. If $c\neq0$, the two energies then have different curvatures at order $\sigma^2$ whenever $D$ has a curvature along the displacement. A phonon calculation returns one of them, and an example shows which.

## Counter-example: a metallic chain

Hartree atomic units are used, with energies per cell. A chain has two sites, A and B, per cell, and a cell-periodic internal coordinate $u$ shifts the site levels:

$$H(k)=\begin{pmatrix}v&-2t\cos(k/2)\\-2t\cos(k/2)&-v\end{pmatrix},\qquad v=\Delta+gu+\tfrac12g_2u^2+\tfrac12Um .$$

Here $m=n_A-n_B$ is the charge difference. The mean-field interaction energy $Um^2/4$ produces the levels $\pm Um/2$. The band energy thus contains $Um^2/2$, and half of it must be removed:

$$E=\sum_i f_i\varepsilon_i-\tfrac14Um^2+\tfrac12Ku^2 .$$

Sums over $i$ include spin and the average over $k$. The round model values are $t=0.1$, $\Delta=0.01$, $U=0.1$ Ha, $g=0.1$ Ha/bohr, $g_2=0.01$ and $K=0.1$ Ha/bohr², with $N=1.5$ and Gaussian smearing, $f_i=\tfrac12\{1+\mathrm{erf}[(\mu-\varepsilon_i)/\sigma]\}$ with $\mu$ the Fermi level, of width $\sigma=0.015$ Ha.

**Linear response.** Let $v$ change by $\delta v$, and let $z_{nm}$ be the matrix elements of $\sigma_z=\mathrm{diag}(1,-1)$ between the two bands at one $k$. First-order perturbation theory changes $z_{nn}$ by $2z_{12}^2\,\delta v/(\varepsilon_n-\varepsilon_{m})$, with $m\ne n$ the other band. Weighting by $f_n$ and adding both bands gives the interband part. The occupations change by $\delta f_n=f_n'(z_{nn}\delta v-\delta\mu)$, with $f'=\partial f/\partial\varepsilon$. Fixed $N$ requires $\sum\delta f=0$, so $\delta\mu=\delta v\sum f'z/\sum f'$. Together, the charge response to $v$ is

$$\chi_0=\frac{2}{N_k}\sum_k 2z_{12}^2\frac{f_2-f_1}{\varepsilon_2-\varepsilon_1}+\sum_i f_i'z_{ii}^2-\frac{\left(\sum_i f_i'z_{ii}\right)^2}{\sum_i f_i'} .$$

In order, the three terms are $-9.896$, $-0.581$ and $+0.570$ Ha⁻¹, so $\chi_0=-9.907$ Ha⁻¹. The Fermi-level shift nearly cancels the Fermi-surface term here.

Write $w=g+g_2u$ for the bare change of level. Self-consistency adds $\tfrac12U\,dm/du$, so

$$\frac{dm}{du}=\chi_0\left(w+\frac U2\frac{dm}{du}\right)\quad\Rightarrow\quad\frac{dm}{du}=\frac{\chi_0w}{1-U\chi_0/2}.$$

The calculated force vanishes at $u=0.22944$ bohr, where $m=-0.2243$ and $w=0.10229$ Ha/bohr. Hence $dm/du=-9.907\times0.10229/1.4954=-0.6777$ bohr⁻¹. The slope of the energy surface used for relaxation is $Ku+wm$, as proved below. Its derivative is the force constant of density functional perturbation theory (DFPT):

$$K+g_2m+w\frac{dm}{du}=0.1-0.00224-0.06933=0.02843\ \text{Ha/bohr}^2 .$$

**Comparison with total energies.** Finite differences of self-consistent energies at the same $u$ give the curvatures below. $K_0$ comes from a separate integral over sharply filled states. Frequencies are $\sqrt{\text{curvature}/\text{mass}}$ for a mode mass of $20000\,m_e$.

| Curvature of | Ha/bohr² | cm⁻¹ |
|---|---|---|
| $F$ | 0.02843 | 261.7 |
| $E$ | 0.02907 | 264.6 |
| $(E+F)/2$ | 0.02875 | 263.1 |
| sharp filling, $K_0$ | 0.02874 | 263.1 |

DFPT agrees with the curvature of $F$. The curvature of $E$ is 2.2% larger and that of the average 1.1% larger, both relative to $K_F$. One counter-example is enough to refute the reading of smeared phonons as curvatures of $E$.

The relaxed geometry is not a minimum of $E$ either. There $dE/du=2.06\times10^{-4}$ Ha/bohr, and dividing by $K_E$ predicts a minimum of $E$ lower in $u$ by 0.0071 bohr. The computed minimum, at 0.22237 bohr, agrees.

## General statement and proof

At fixed $N$ and $\sigma$, with adiabatic nuclei, converged self-consistency and a basis that does not move with the nuclei, smeared Kohn-Sham forces and DFPT force constants are first and second derivatives of $F$.

**Stationarity.** Let $\tilde\delta(x)$ be an even, normalized broadening function. Define $f(x)=\int_{-\infty}^x\tilde\delta(y)\,dy$, and let the entropy per state $s(x)$ obey $s'(x)=-x\tilde\delta(x)$ and vanish at $x\to-\infty$. Consider

$$F=\sum_i f(x_i)\langle\psi_i|T+V_u|\psi_i\rangle+E_{\rm Hxc}[n]+E_{\rm ion}(u)-\sigma\sum_i s(x_i),$$

where $T$ is the kinetic energy, $V_u$ the potential of the nuclei, and $E_{\rm Hxc}$ the Hartree, exchange and correlation energy. Varying orthonormal $\psi_i$ gives the Kohn-Sham equations. Varying $x_i$, with a multiplier $\mu$ for $N$, gives

$$\tilde\delta(x_i)\,(\varepsilon_i-\mu+\sigma x_i)=0,$$

which is satisfied by $x_i=(\mu-\varepsilon_i)/\sigma$, the smeared occupations. $F$ is thus stationary in every electronic variable. $E$, which lacks the entropy term, is not.

**Force and force constant.** Because $F$ is stationary, only its explicit dependence on $u$ contributes to the first derivative. With the density matrix $\rho=\sum_i f_i|\psi_i\rangle\langle\psi_i|$,

$$\frac{dF}{du}=\mathrm{Tr}\left[\rho\,\frac{\partial V}{\partial u}\right]+\frac{dE_{\rm ion}}{du},$$

$$\frac{d^2F}{du^2}=\mathrm{Tr}\left[\rho\,\frac{\partial^2V}{\partial u^2}\right]+\mathrm{Tr}\left[\frac{d\rho}{du}\frac{\partial V}{\partial u}\right]+\frac{d^2E_{\rm ion}}{du^2}.$$

The second line is the DFPT expression, with $d\rho/du$ the self-consistent response including changes of occupation. In the chain, the three terms are $g_2m$, $w\,dm/du$ and $K$. This proves the statement.

**What the internal energy adds.** From $E=F+\sigma S$ and $-\sigma x_i=\varepsilon_i-\mu$,

$$\frac{dE}{du}-\frac{dF}{du}=\sigma\sum_i s'(x_i)\frac{dx_i}{du}=-\sigma\sum_i x_i\tilde\delta(x_i)\frac{dx_i}{du}=\sum_i(\varepsilon_i-\mu)\frac{df_i}{du}.$$

Moving the nuclei transfers electrons between levels near $\mu$, and $E$ registers the energy of that transfer. In $F$ the entropy term cancels it. For the chain, the last sum evaluated from the occupations reproduces the slope $2.06\times10^{-4}$ Ha/bohr found above.

Stationarity also gives $\partial F/\partial\sigma=-S$ at fixed $N$ and $u$, since $\sigma$ appears explicitly only in front of the entropy. Therefore

$$E=F-\sigma\frac{\partial F}{\partial\sigma},\qquad K_E=K_F-\sigma\frac{\partial K_F}{\partial\sigma}.$$

The second relation follows by differentiating the first twice in $u$. It yields $K_E$ from phonon calculations at neighbouring widths, all at the same geometry. For the chain it gives 0.02907 Ha/bohr², as the energies do.

## Why the average approaches zero smearing

For a fixed one-electron spectrum, one level contributes $f\varepsilon-\sigma s-\mu f=-\sigma(xf+s)$ to the grand potential $\Omega$. Since $(xf+s)'=f+x\tilde\delta-x\tilde\delta=f$, this is $-\sigma\int_{-\infty}^xf$, which is the sharp result averaged over $\tilde\delta$. Summing over levels and expanding,

$$\Omega(\mu,\sigma)=\int\tilde\delta(y)\,\Omega_0(\mu-\sigma y)\,dy=\Omega_0(\mu)-\tfrac12M_2\sigma^2D(\mu)+O(\sigma^4),$$

where $M_2=\int y^2\tilde\delta\,dy$ and $\Omega_0''=-D$. The linear term vanishes because $\tilde\delta$ is even.

To return to fixed $N$, add $\mu N$, $E_{\rm ion}$ and the double-counting terms. The result is stationary in $\mu$ and in the density. Their shifts are of order $\sigma^2$ and so change $F$ only at order $\sigma^4$. Thus

$$F=E_0-\tfrac12M_2\sigma^2D+O(\sigma^4),\qquad K_F=K_0-\tfrac12M_2\sigma^2D''(u)+O(\sigma^4).$$

$D(u)$ is taken along the self-consistent path at zero smearing and fixed $N$. Applying $1-\sigma\partial_\sigma$ reverses the sign of a $\sigma^2$ term, which proves $c'=c=M_2/2$.

For the Gaussian used here, $\tilde\delta=e^{-x^2}/\sqrt\pi$ and $M_2=1/2$. The chain has $D''=5.220$ Ha⁻¹ bohr⁻², so the predicted coefficient is $-\tfrac14\times5.220=-1.305$ in the same unit. Total energies at $\sigma=0.003$ Ha give $-1.307$.

Now write $K_F=K_0+a\sigma^2+b\sigma^4$. Then $K_E=K_0-a\sigma^2-3b\sigma^4$, and the average is $K_0-b\sigma^4$. Halving $\sigma$ from 0.006 to 0.003 Ha reduces its error by a factor 16.4, against 4.0 for $K_F$. The average is therefore a sound estimate of a zero-smearing curvature in this regime, but it is a different function from the one whose forces and phonons were computed. At the minimum of $F$ it still has half the slope of $E$.

The extrapolation can instead be made on the phonons, at fixed geometry:

$$\frac{4K_F(\sigma/2)-K_F(\sigma)}{3}=K_0-\tfrac14b\sigma^4 .$$

For $\sigma=0.015$ Ha this gives 263.1 cm⁻¹. The equilibrium geometry also depends on $\sigma$, and that effect needs its own convergence study.

With Fermi-Dirac smearing and $\sigma=k_BT$ at a real electronic temperature, $K_F$ is itself the force constant for nuclei that move while the electrons stay at that temperature, and it should not be extrapolated to zero width.

## Where the average fails

**First-order Methfessel-Paxton smearing.** Here $\tilde\delta=(3/2-x^2)e^{-x^2}/\sqrt\pi$, so $M_2=3/4-3/4=0$. The leading error of $K_F$ is $b\sigma^4$, and $1-\sigma\partial_\sigma$ turns it into $-3b\sigma^4$ for $K_E$. The plain average has error $-b\sigma^4$, no smaller than that of $K_F$. The combination $(3F+E)/4$ cancels this order. At $\sigma=0.004$ Ha the errors for $F$, the average and the weighted form are $5.7\times10^{-8}$, $-5.8\times10^{-8}$ and $-5\times10^{-10}$ Ha/bohr².

**Perfect nesting.** Set $\Delta=U=g_2=u=0$ and $N=2$. The bands $\pm e$, with $e=2t\cos(k/2)$, touch at the Fermi level $\mu=0$. Because $v=0$, $z_{nn}=0$ and $z_{12}^2=1$ at every $k$, so only the interband term of $\chi_0$ remains and $K_F=K+g^2\chi_0$. The lower band has $x=e/\sigma$, the upper band $x=-e/\sigma$, and their separation is $2e$. Then

$$K_F=K-\frac{g^2}{\pi}\int_{-\pi}^{\pi}\frac{f(e/\sigma)-f(-e/\sigma)}{e}\,dk .$$

At a distance $q$ from the touching point $e\simeq t|q|$. The two sides contribute $(2/t)\ln(1/\sigma)$ plus terms that stay finite, because smearing cuts the integral off at $|q|\sim\sigma/t$. Hence, for $\sigma\ll t$,

$$K_F=A+B\ln\sigma,\qquad B=\frac{2g^2}{\pi t}=0.0637\ \text{Ha/bohr}^2,$$

$$K_E=K_F-B,\qquad K_{\rm avg}=K_F-\tfrac12B .$$

At $\sigma=0.002$ Ha the three curvatures are $-0.300$, $-0.363$ and $-0.332$ Ha/bohr². The negative $K_F$ means that the undistorted chain is unstable at this width. The sign of $K_E$ does not decide this: with $K=0.44$ Ha/bohr² instead of 0.1, $K_F=0.040$ and $K_E=-0.023$ Ha/bohr², and the undistorted chain is stable. For any fixed $K$, all three curvatures decrease without limit as $\sigma\to0$, so averaging cannot supply a zero-smearing phonon of the undistorted chain. The $\sigma^2$ expansion still holds for the energy at $u=0$, where $D=2/(\pi t)$ is smooth. It fails for the curvature: a small distortion opens a gap $2g|u|$ at the Fermi level, narrower than $\sigma$, so $D$ is not smooth on the scale $\sigma$, and the sharp-filling curvature itself diverges as $B\ln|u|$ for $u\to0$.

Forces, relaxed geometry and phonons should accordingly be taken from $F$ at one common $\sigma$, and a frozen-phonon check of DFPT should fit $F$. The numerical output lists the values at further widths.

## Calculated quantities

```
t, delta, U = 0.1, 0.01, 0.1 Ha; N = 1.5 per cell
g = 0.1 Ha/bohr; g2, K = 0.01, 0.1 Ha/bohr^2
mode mass = 20000 m_e; Gaussian sigma = 0.015 Ha
minimum of F: u = 0.22944 bohr
minimum of E: u = 0.22237 bohr
at minimum of F: m = -0.22430, v = 0.02199 Ha
Fermi level = -0.07956 Ha
E = -0.2359514 Ha, F = -0.2367620 Ha
sigma*S = 0.0008105 Ha
dE/du there = 2.0566e-04 Ha/bohr
occupation term = 2.0566e-04 Ha/bohr
chi0 interband = -9.89555 1/Ha
chi0 Fermi surface = -0.58119 1/Ha
chi0 Fermi-level shift = 0.56967 1/Ha
chi0 total = -9.90706 1/Ha
dm/du = -0.67772 1/bohr
static second-order term = -0.0022430 Ha/bohr^2
response term = -0.0693274 Ha/bohr^2
DFPT force constant = 0.0284296 Ha/bohr^2
K_F = 0.0284296 Ha/bohr^2; 261.671 cm^-1
K_E = 0.0290676 Ha/bohr^2; 264.590 cm^-1
K_avg = 0.0287486 Ha/bohr^2; 263.134 cm^-1
K_0 = 0.0287350 Ha/bohr^2; 263.072 cm^-1
K two-width = 0.0287380 Ha/bohr^2; 263.086 cm^-1
K_E from DFPT widths = 0.0290676 Ha/bohr^2
D = 7.17077 1/Ha; D'' = 5.22017 1/(Ha bohr^2)
gauss: M2 = 0.50000; (K_F-K_0)/sigma^2 = -1.3069, predicted -1.3050 1/(Ha bohr^2)
fermi: M2 = 3.28987; (K_F-K_0)/sigma^2 = -8.5995, predicted -8.5868 1/(Ha bohr^2)
scan at fixed u: sigma (Ha), K_F, K_E, K_avg (Ha/bohr^2)
0.005  0.0287022  0.0287680  0.0287351
0.010  0.0286023  0.0288722  0.0287373
0.015  0.0284296  0.0290676  0.0287486
0.020  0.0281697  0.0294209  0.0287953
error ratios, sigma 0.006 / 0.003 Ha (F, E, average): 4.017 4.052 16.428
MP1, sigma 0.004 Ha, errors in Ha/bohr^2:
F 5.666e-08, E -1.718e-07, average -5.757e-08
(3F+E)/4 -4.538e-10
nested: N = 2.0, delta = U = g2 = u = 0, rest as above
nested B: formula 0.063662, from K_F 0.063665, from K_avg 0.063662 Ha/bohr^2
nested sigma 0.004 Ha: K_F -0.255672, K_E -0.319340, K_avg -0.287506 Ha/bohr^2
nested sigma 0.002 Ha: K_F -0.299801, K_E -0.363464, K_avg -0.331633 Ha/bohr^2
```
